Echo ratios and isotropic shifts in MQMAS of half-integer quadrupolar nuclei, part 1

(Sections cited here and not found follow in the second part.)

In a field of 14.1 T, with the sample spinning at the magic angle, two crystallites containing the same ⁸⁷Rb-like site (spin 3/2) have central-transition frequencies of −7170.0 Hz and −6644.9 Hz relative to the carrier. They differ only in orientation. Their triple-quantum frequencies, between m = +3/2 and m = −3/2, are −15628.7 Hz and −16037.2 Hz. From the first crystallite to the second the single-quantum frequency rises by 525.1 Hz and the triple-quantum frequency falls by 408.5 Hz, a ratio of −0.778, which is −7/9. The triple-quantum frequency plus 7/9 of the single-quantum frequency, divided by 16/9, is −11928 Hz for both crystallites, and for every other orientation as well. For a ⁵⁵Mn-like site (spin 5/2) the corresponding changes are 453.4 Hz and 717.9 Hz, with ratio +1.583, which is 19/12. To second order in the quadrupole coupling, and for fast spinning at the magic angle, these fractions depend neither on the field nor on the size or asymmetry of the electric field gradient. They are properties of the spin alone, and multiple-quantum magic-angle spinning (MQMAS) rests on them.

Hartree atomic units are used (ħ = e = mₑ = 1), so an angular frequency and an energy are the same number; a value in Hz means the energy divided by h. The spin I is half-integer, and J stands for I(I+1). The nucleus sits in the potential Φ of the surrounding charges, whose second derivatives V_ij = ∂²Φ/∂x_i∂x_j form a symmetric tensor, taken traceless because a trace shifts all sublevels equally. The second-order term in the expansion of the electrostatic energy of the nuclear charge is (1/6)Σ V_ij Q_ij, where Q_ij is the charge-weighted sum of 3x_i x_j − r²δ_ij. Within the nuclear ground multiplet the Wigner–Eckart theorem makes Q_ij proportional to the only symmetric traceless rank-2 operator built from the spin, Q_ij = c[(3/2)(I_iI_j + I_jI_i) − Jδ_ij]. The quadrupole moment is defined as Q = ⟨I,I|Q_zz|I,I⟩ = c(3I² − J) = cI(2I−1), which fixes c. The δ_ij term drops against the traceless V, the symmetry of V merges the two orderings, and (1/6)·3c = A gives

H = −ω₀(1+δ)I_z + H_Q,  H_Q = A Σ V_ij I_i I_j,  A = Q/[2I(2I−1)].

Here z is the field direction, ω₀ = γB₀ > 0 is the carrier frequency, and δ is the isotropic chemical shift measured from the carrier. Lower-case x, y, z label laboratory axes. Capital X, Y, Z label the principal axes of V, in which V_XX = −V_ZZ(1−η)/2 and V_YY = −V_ZZ(1+η)/2, so that η = (V_XX − V_YY)/V_ZZ. The coupling constant is χ = QV_ZZ, and high field means χ ≪ ω₀. Dipolar couplings are left out. For m > 0 the frequency of the symmetric transition m ↔ −m, in the frame rotating at the carrier, is defined as

ω_m = E₋ₘ − Eₘ − 2mω₀.

The Zeeman levels are −ω₀(1+δ)m, so the shift contributes 2mω₀δ.

Perturbation theory needs H_Q sorted by the change in m. The diagonal Cartesian terms are rearranged with V_xx + V_yy = −V_zz and I_x² + I_y² = J − I_z²:

V_xx I_x² + V_yy I_y² + V_zz I_z² = ½(V_xx+V_yy)(I_x²+I_y²) + ½(V_xx−V_yy)(I_x²−I_y²) + V_zz I_z² = ½V_zz(3I_z² − J) + ½(V_xx−V_yy)(I_x²−I_y²).

The off-diagonal terms are V_xy{I_x,I_y} + {V_xz I_x + V_yz I_y, I_z}, braces denoting the anticommutator. With I± = I_x ± iI_y one has I±² = I_x² − I_y² ± i{I_x,I_y}, hence I_x² − I_y² = (I₊² + I₋²)/2 and {I_x,I_y} = (I₊² − I₋²)/2i. Define

W₁ = V_xz + iV_yz,  W₂ = ½(V_xx − V_yy) + iV_xy.

Then V_xz I_x + V_yz I_y = ½(W₁*I₊ + W₁I₋), since I_x = (I₊+I₋)/2 and I_y = (I₊−I₋)/2i, and by the same algebra the two remaining terms combine to ½(W₂*I₊² + W₂I₋²). Therefore

H_Q = (A/2)[V_zz(3I_z² − J) + W₁*{I₊,I_z} + W₁{I₋,I_z} + W₂*I₊² + W₂I₋²].

The first-order energy (A/2)V_zz(3m² − J) is even in m and cancels in ω_m. This cancellation is one case of a general rule. Time reversal sends every spin component to its negative. It leaves H_Q, which is quadratic in the spin with real coefficients, unchanged, and it reverses the Zeeman term, so it maps H(ω₀) onto H(−ω₀) and preserves the spectrum. The eigenstate that grows out of |m⟩ as A is turned on is mapped onto the one that grows out of |−m⟩, so Eₘ(ω₀) = E₋ₘ(−ω₀). The term of order n in H_Q has n−1 energy denominators and can be written Aⁿ eₙ(m)/ω₀ⁿ⁻¹, and the symmetry gives eₙ(m) = (−1)ⁿ⁻¹eₙ(−m). Odd orders are even in m and vanish from symmetric transitions, even orders are odd in m and survive. The second order is therefore the leading quadrupolar term in ω_m, and the first correction is of order χ⁴/ω₀³, not χ³/ω₀². The satellite transitions, such as 1/2 ↔ 3/2, have no such protection: their first-order shift, proportional to V_zz, is removed only by spinning, and only if the magic angle is set very accurately. MQMAS avoids this demand by using only m ↔ −m.

The matrix elements follow from I±|m⟩ = [J − m(m±1)]^½|m±1⟩. In {I±,I_z}|m⟩ the operator I_z acts once before the step and once after it, giving the factor m + (m±1) = 2m±1. The denominator for the intermediate state m+q is Eₘ − Eₘ₊q = +qω₀, where the factor 1+δ is dropped because δ is of order 10⁻⁵. The second-order energy is

Eₘ⁽²⁾ = (A²/4){|W₁|²[g(m) − g(−m)]/ω₀ + |W₂|²[f(m) − f(−m)]/(2ω₀)},

g(m) = (2m+1)²(J − m² − m),  f(m) = (J − m² − m)(J − m² − 2 − 3m),

where the second factor of f is J − (m+1)(m+2), and the downward steps give the same functions with m → −m and a denominator of opposite sign. Each difference is twice the odd part. Writing g = [(4m²+1) + 4m][(J−m²) − m], the odd part is 4m(J−m²) − m(4m²+1) = m(4J − 8m² − 1). For f = [(J−m²) − m][(J−m²−2) − 3m] the odd part is −3m(J−m²) − m(J−m²−2) = −2m(2J − 2m² − 1). With the abbreviations

a = 4J − 8m² − 1,  b = 2J − 2m² − 1,

the differences are 2ma and −4mb, so Eₘ⁽²⁾ = (A²m/2ω₀)(a|W₁|² − b|W₂|²). This is odd in m, as the symmetry requires, and E₋ₘ⁽²⁾ − Eₘ⁽²⁾ = −2Eₘ⁽²⁾ gives

ω_m⁽²⁾ = −(A²m/ω₀)(a|W₁|² − b|W₂|²).

An axial tensor (η = 0) checks the result. With Z at angle θ from the field in the xz plane, V_ij = V_ZZ(3Z_iZ_j − δ_ij)/2, so W₁ = (3/2)V_ZZ sinθ cosθ and W₂ = (3/4)V_ZZ sin²θ. For m = ½, a = 4(J − ¾) and b = a/2, which gives ω⁽²⁾ = −2(A²V_ZZ²/ω₀)(J−¾)[(9/4)sin²θcos²θ − (9/32)sin⁴θ] = −(9/16)(A²V_ZZ²/ω₀)(J−¾) sin²θ(9cos²θ − 1), the last step using 8cos²θ − sin²θ = 9cos²θ − 1. This is the static second-order shift of the central transition. It vanishes at θ = 0, where H_Q commutes with I_z and has nothing off-diagonal to contribute.

To see what spinning does, the orientation dependence must be sorted by spherical rank. Let n be the unit vector along the field, and define the quantities

u = n·Vn = V_zz,  w = n·V²n = |Vn|²,  T = tr V².

The vector Vn has laboratory components (V_xz, V_yz, V_zz), so w = |W₁|² + u². For the trace, V_xx² + V_yy² = ½(V_xx+V_yy)² + ½(V_xx−V_yy)² = ½u² + ½(V_xx−V_yy)², so that T = (3/2)u² + [½(V_xx−V_yy)² + 2V_xy²] + 2(V_xz² + V_yz²) = (3/2)u² + 2|W₂|² + 2|W₁|². Solving,

|W₁|² = w − u²,  |W₂|² = T/2 − (3/4)u² − (w − u²) = T/2 − w + u²/4.

T does not depend on orientation. In principal axes it is V_ZZ²[1 + (1−η)²/4 + (1+η)²/4] = (3/2)V_ZZ²(1 + η²/3).

A homogeneous polynomial H_l(r) of degree l with ∇²H_l = 0 is, on the unit sphere, a combination of spherical harmonics of rank l alone: writing H_l = r^l S_l(n), the Laplacian is r^(l−2)[l(l+1) − L²]S_l, so L²S_l = l(l+1)S_l. Extend u and w to the polynomials r·Vr and r·V²r. Since ∇²w = 2 tr V² = 2T and ∇²r² = 6, the polynomial H₂ = w − Tr²/3 is harmonic. For u², use ∇u = 2Vr and ∇²u = 2 tr V = 0:

∇²(u²) = 2|∇u|² + 2u∇²u = 8w = 8H₂ + (8/3)Tr².

The product rule, with ∇r^k = k r^(k−2) r, ∇²r^k = k(k+1)r^(k−2) and Euler's relation r·∇H_l = lH_l, gives ∇²(r^k H_l) = k(k+1+2l) r^(k−2) H_l. Thus ∇²(r²H₂) = 14H₂ and ∇²r⁴ = 20r². The polynomial H₄ = u² − αr²H₂ − βTr⁴ is harmonic when 14α = 8 and 20β = 8/3, that is α = 4/7 and β = 2/15. On the unit sphere

w = T/3 + S₂,  u² = 2T/15 + (4/7)S₂ + S₄,

with S₂ and S₄ of pure rank 2 and 4. Substituting,

|W₁|² = T(1/3 − 2/15) + (1 − 4/7)S₂ − S₄ = T/5 + (3/7)S₂ − S₄,

|W₂|² = T(1/2 − 1/3 + 1/30) − (1 − 1/7)S₂ + S₄/4 = T/5 − (6/7)S₂ + S₄/4,

a|W₁|² − b|W₂|² = (T/5)(a − b) + (3/7)(a + 2b)S₂ − ¼(4a + b)S₄.

The three spin factors are a − b = 2J − 6m², a + 2b = 8J − 12m² − 3 and 4a + b = 18J − 34m² − 5. Defining

C₀(m) = 2m(J − 3m²),  C₂(m) = 2m(8J − 12m² − 3),  C₄(m) = 2m(18J − 34m² − 5),

so that m(a−b) = C₀, m(a+2b) = C₂/2 and m(4a+b) = C₄/2, the frequency is

ω_m⁽²⁾ = −(A²/ω₀)[C₀(m)T/5 + (3/14)C₂(m)S₂(n) − (1/8)C₄(m)S₄(n)].

Each rank is a product of a spin factor, which knows only I and m, and a spatial factor, which knows only V and n. All that follows depends on this factorization. For m = ½ the coefficients are C₀ = J − ¾, C₂ = 8J − 6 = 8C₀ and C₄ = 18J − 27/2 = 18C₀, and all three vanish for I = ½, where J = ¾ and there is no quadrupole coupling. For I = 3/2 (J = 15/4) the triples (C₀, C₂, C₄) are (3, 24, 54) for m = ½ and (−9, 0, −42) for m = 3/2, the last entry being 3(67.5 − 76.5 − 5). For I = 5/2 (J = 35/4) they are (8, 64, 144) for m = ½, (6, 120, 228) for m = 3/2, where 228 = 3(157.5 − 76.5 − 5), and (−50, −40, −300) for m = 5/2.

The formula was tested by diagonalizing the full Hamiltonian numerically at random orientations for I = 3/2, 5/2, 7/2 and 9/2. On halving χ the summed residual between the exact and the second-order frequencies fell by a factor 16.00 for every spin, which is the χ⁴ behaviour that the time-reversal argument predicts; a surviving third-order term would give 8.

The sample now spins at angular frequency ω_r about an axis at angle β to the field. Seen from the crystallite, the rotor axis is a fixed unit vector k and n(t) runs round a cone of half-angle β about it. Since V is a rank-2 tensor, W₁ and W₂ contain the harmonics exp(iκω_r t) with |κ| ≤ 2. In the interaction picture of the Zeeman term a coupling between m and m+q oscillates at qω₀, and the modulation moves this to qω₀ ± κω_r, so the second-order denominators change by a relative amount of order ω_r/ω₀. When that is small each level is followed adiabatically and the phase of a coherence is the time integral of the instantaneous ω_m(t). This was checked by integrating the time-dependent Schrödinger equation for spin 3/2 over one rotor period: the relative departure from the average of the instantaneous frequencies, summed over the two symmetric transitions, was 5.68×10⁻³ at ω₀/ω_r = 100 and 2.78×10⁻³ at ω₀/ω_r = 200, falling as ω_r/ω₀. In practice ω_r/ω₀ is roughly 10⁻⁴. The first-order coupling may be far larger than ω_r without harm, because it cancels from ω_m at every instant. The order of operations matters: averaging H_Q over the rotor period first replaces V by the axial tensor (k·Vk)(3k_ik_j − δ_ij)/2 along the rotor axis, whose V_zz vanishes at the magic angle while its W₁ and W₂ do not. The second-order shift computed from that averaged tensor is in general not the true one, because the averaging by ω₀ is the faster one and the average of |W|² is not the square of the average of W.

Over a whole number of rotor periods the phase is ω̄_m t, with ω̄_m the average round the cone. At other times there is in addition a bounded periodic phase, of the order of the second-order modulation divided by ω_r, which produces spinning sidebands; it is neglected here, so the results describe the centreband and assume spinning fast compared with the second-order width. To take the average, expand S_l in spherical harmonics with k as polar axis, S_l(n) = Σ c_μ Y_lμ(θ,φ). On the cone θ = β, and the average over φ removes every μ ≠ 0, leaving c₀Y_l0(β) = c₀Y_l0(0)P_l(cosβ), because Y_l0 is proportional to the Legendre polynomial P_l and P_l(1) = 1. On the axis only Y_l0 is non-zero, so S_l(k) = c₀Y_l0(0), and

average of S_l(n) = P_l(cosβ) S_l(k).

At the magic angle cos²β = 1/3, so P₂ = (3·(1/3) − 1)/2 = 0, while P₄ = (35/9 − 30/3 + 3)/8 = (35 − 63)/72 = −7/18. No single angle removes both ranks. The rank-4 term becomes +(A²/8ω₀)C₄(−7/18)S₄(k), and

ω̄_m = 2mω₀δ + C₀(m)ω_iso + C₄(m)ω₄(k),

ω_iso = −A²T/(5ω₀) = −(3/10)P_Q²/([2I(2I−1)]²ω₀),  ω₄(k) = −(7/144)A²S₄(k)/ω₀,

where P_Q = χ(1 + η²/3)^½. The orientation of the crystallite enters every symmetric transition through the same single number ω₄(k). Eliminating it between the transition m and the central transition gives a straight line,

ω̄_m = R ω̄_½ + constant,  R = C₄(m)/C₄(½).

For the triple-quantum transition R = −42/54 = −7/9 when I = 3/2 and R = 228/144 = +19/12 when I = 5/2. Straight-line fits of numerically exact rotor-averaged frequencies against one another gave slopes −0.7778 and 1.5833.

The experiment lets a multiple-quantum coherence evolve for t₁, converts it with a pulse into central-transition coherence, and records that during t₂. The operator |m⟩⟨m′| has coherence order p = m − m′ and evolves as exp[−i(Eₘ − Eₘ′)t]. The signal Tr(ρI₊) picks out |−½⟩⟨½|, since Tr(|−½⟩⟨½|I₊) = ⟨½|I₊|−½⟩ is non-zero; this is p = −1, and it evolves in the rotating frame as exp(−iω̄_½t₂). During t₁ two conjugate coherences exist. The operator |−m⟩⟨m| has p = −2m and evolves as exp(−iω̄_m t₁), and |m⟩⟨−m| has p = +2m and evolves as exp(+iω̄_m t₁). Phase cycling selects one of them. With s = +1 for the first and s = −1 for the second, so that p = −2ms, and with excitation and conversion assumed equally efficient for all orientations, each crystallite contributes

exp[−i(sω̄_m t₁ + ω̄_½ t₂)].

The orientation-dependent part of the phase is [sC₄(m)t₁ + C₄(½)t₂]ω₄(k). The function ω₄ is never constant over a powder: being of rank 4 it averages to zero over the sphere, yet along a principal axis, where w = u², its spatial factor is S₄ = u² − 2T/15 − (4/7)(u² − T/3) = (3/7)u² + 2T/35, which is positive. All crystallites are therefore in phase only if the bracket vanishes:

sC₄(m)t₁ + C₄(½)t₂ = 0,  that is  t₂ = −sR t₁.

An echo can be observed only at t₂ > 0, which forces s = −sign R and

t₂ = |R| t₁.

For I = 3/2, R is negative, s = +1, the pathway is p = −3 → −1 and the echo is at t₂ = (7/9)t₁. For I = 5/2, R is positive, s = −1, the pathway is p = +3 → −1 and the echo is at t₂ = (19/12)t₁. The echo ratio is thus the magnitude of R, and the sign of R chooses the pathway. For spin 3/2 the two transitions already have opposite anisotropy, so coherences of the same sign undo one another; for spin 5/2 the anisotropies have the same sign and the reversal has to come from the change in sign of p. The pathway cannot be carried over from one spin to the other: the other pathway, the antiecho, refocuses at t₂ = −|R|t₁, before acquisition begins. For γ < 0 the signs of all frequencies reverse, R is unchanged, and the rule holds in the form that p in t₁ has the same sign as the detected order when R < 0 and the opposite sign when R > 0.

The echo top moves along the line t₂ = |R|t₁, and the signal along that line evolves without anisotropy. New time variables are chosen to follow it: t₂′ = t₂ − |R|t₁, the time from the echo top, and t₁′ = (1+|R|)t₁, the total time elapsed at the echo top. The phase becomes

a sum Ωt₁′ + ω̄_½t₂′, in which the isotropic frequency Ω remains to be worked out, together with the recovery of δ and P_Q, the limits of the method and the numerical examples. This part has established that one orientation-dependent number enters every symmetric transition at the magic angle, so that the anisotropy refocuses at t₂ = |R|t₁, with the sign of R choosing the coherence pathway.
